# Gauss-Legendre Convergence of the Inverted Fuchs-Sondheimer Integral for Thick and Ultrathin Films: a program that tests the result

```python
"""Gauss-Legendre evaluation of the Fuchs-Sondheimer thin-film conductivity.

Result under test, with kappa = thickness / mean free path, p = specularity:
  s = rho_bulk/rho_film = 1 - 3(1-p)/(2 kappa) * J,
  J = integral_0^1 u(1-u^2) (1-E)/(1-p E) du,   E = exp(-kappa/u),
where u = 1/t is the inverted variable of the semi-infinite integral.
Thick films: n >= 2 nodes leave an error bounded by a multiple of exp(-kappa).
Thin films: with X = kappa^(1/3) (2n+1)^(2/3), the error is
  (1-p)^2 kappa sqrt(12 pi) X^(-5/2) exp(-3X/2) sin(3 sqrt(3) X/2 - pi/6).
"""
from functools import lru_cache
import numpy as np
import mpmath as mp
from scipy.integrate import quad
from scipy.special import jn_zeros

mp.mp.dps = 30


@lru_cache(maxsize=None)
def unit_rule(n):
    """Gauss-Legendre nodes and weights on [0, 1]."""
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (x + 1.0), 0.5 * w


def ratio_gauss(kappa, p, n):
    """Conductivity ratio from n nodes in the inverted variable."""
    u, w = unit_rule(n)
    absorbed = -np.expm1(-kappa / u)
    integrand = u * (1 - u**2) * absorbed / (1 - p * np.exp(-kappa / u))
    return 1 - 1.5 * (1 - p) / kappa * np.dot(w, integrand)


@lru_cache(maxsize=None)
def ratio_reference(kappa, p):
    """Conductivity ratio from a series of exponential integrals."""
    k_film, spec = mp.mpf(kappa), mp.mpf(p)
    total, factor, k = mp.mpf(0), mp.mpf(1), 1
    while factor > mp.mpf(10)**(-25):
        total += factor * (mp.expint(3, k * k_film) - mp.expint(5, k * k_film))
        factor *= spec
        k += 1
    integral = mp.mpf(1) / 4 - (1 - spec) * total
    return float(1 - 3 * (1 - spec) / (2 * k_film) * integral)


def ratio_semi_infinite(kappa, p):
    """Conductivity ratio from adaptive quadrature in the original variable."""
    def integrand(t):
        return ((t**-3 - t**-5) * -np.expm1(-kappa * t)
                / (1 - p * np.exp(-kappa * t)))
    value = quad(integrand, 1, np.inf, epsabs=1e-13, epsrel=1e-11, limit=300)[0]
    return 1 - 1.5 * (1 - p) / kappa * value


def ratio_bounce_sum(kappa, p):
    """Film average of the field response gathered flight by flight."""
    u, wu = unit_rule(80)
    z, wz = unit_rule(200)
    last_flight = np.exp(-kappa * z[:, None] / u[None, :])
    full_flight = np.exp(-kappa / u)[None, :]
    response = 1 - last_flight
    survival = p * last_flight
    for _ in range(80):
        response = response + survival * (1 - full_flight)
        survival = survival * p * full_flight
    return 1.5 * np.dot(wz @ response, wu * (1 - u**2))


def thick_bound(kappa, p):
    return (3 * (1 - p)**2 / (8 * kappa) * np.exp(-kappa)
            / (1 - p * np.exp(-kappa)))


def saddle_error(kappa, p, n):
    """Return X, envelope and signed leading estimate of the thin-film error."""
    X = kappa**(1 / 3) * (2 * n + 1)**(2 / 3)
    envelope = ((1 - p)**2 * kappa * np.sqrt(12 * np.pi)
                * X**-2.5 * np.exp(-1.5 * X))
    return X, envelope, envelope * np.sin(1.5 * np.sqrt(3) * X - np.pi / 6)


# The transport average, the original integral and the series must agree.
bounce = ratio_bounce_sum(1.0, 0.5)
assert abs(bounce - ratio_reference(1.0, 0.5)) < 1e-6
for kappa in (0.05, 1.0, 10.0):
    for p in (0.0, 0.5):
        direct = ratio_semi_infinite(kappa, p)
        assert abs(direct - ratio_reference(kappa, p)) < 1e-8
        assert abs(direct - ratio_gauss(kappa, p, 200)) < 1e-8

# Thick-film bound holds from two nodes on, and one node violates it.
for kappa in (2.0, 5.0, 10.0, 20.0):
    for p in (0.0, 0.5):
        exact = ratio_reference(kappa, p)
        for n in range(2, 13):
            error = abs(ratio_gauss(kappa, p, n) - exact)
            assert error <= thick_bound(kappa, p) + 1e-14
        assert abs(ratio_gauss(kappa, p, 1) - exact) > thick_bound(kappa, p)

# Logarithmic thin limit for diffuse surfaces; the next term is order kappa^2.
kappa_limit = 0.001
thin_limit = 0.75 * kappa_limit * (np.log(1 / kappa_limit) + 1 - np.euler_gamma)
assert abs(thin_limit - ratio_reference(kappa_limit, 0.0)) < kappa_limit**2

# Smallest node follows the first Bessel zero.
bessel_zero = jn_zeros(0, 1)[0]
for n in (8, 64):
    estimate = bessel_zero**2 / (2 * n + 1)**2
    assert abs(unit_rule(n)[0][0] / estimate - 1) < 0.02

# Saddle formula: the omitted relative correction is of order 1/X.
for p, node_counts in ((0.0, range(73, 158, 6)), (0.5, range(157, 183, 5))):
    for n in node_counts:
        actual = ratio_gauss(0.01, p, n) - ratio_reference(0.01, p)
        X, envelope, predicted = saddle_error(0.01, p, n)
        assert abs(actual - predicted) < 2 / X * envelope

# Reducing kappa ninefold and tripling 2n+1 preserves error/kappa.
collapse = []
for n in (10, 30):
    n_fine = 3 * n + 1
    k_coarse, k_fine = 0.01, 0.01 / 9
    coarse = (ratio_gauss(k_coarse, 0.0, n)
              - ratio_reference(k_coarse, 0.0)) / k_coarse
    fine = (ratio_gauss(k_fine, 0.0, n_fine)
            - ratio_reference(k_fine, 0.0)) / k_fine
    assert abs(coarse / fine - 1) < 0.05
    collapse.append((n, n_fine, coarse, fine))

# Worked example with round model parameters.
mean_free_path = 40.0
bulk_resistivity = 2.0
specularity = 0.2
thicknesses = (400.0, 2.0)
print(f"mean free path = {mean_free_path:.1f} nm")
print(f"bulk resistivity = {bulk_resistivity:.2f} microohm cm")
print(f"specularity p = {specularity:.2f} (dimensionless)")
for thickness in thicknesses:
    kappa = thickness / mean_free_path
    exact = ratio_reference(kappa, specularity)
    print(f"d = {thickness:.1f} nm: kappa = {kappa:.3f}, s = {exact:.8f}, "
          f"resistivity = {bulk_resistivity / exact:.6f} microohm cm")
print(f"thick-film bound on |s_n-s| at 400 nm = "
      f"{thick_bound(10.0, specularity):.2e} (dimensionless)")
print("Resistivity in microohm cm and relative error of s:")
for n in (1, 2, 4, 8, 16, 32, 64):
    cells = []
    for thickness in thicknesses:
        kappa = thickness / mean_free_path
        exact = ratio_reference(kappa, specularity)
        value = ratio_gauss(kappa, specularity, n)
        cells.append(f"d={thickness:.0f} nm: {bulk_resistivity / value:.6f}, "
                     f"{abs(value / exact - 1):.1e}")
    print(f"n={n:2d}  " + "  |  ".join(cells))

# Node count after which the relative error stays below tolerance.
tolerance, largest_n = 1e-6, 320
print(f"Nodes for relative error below {tolerance:.0e}, p = {specularity:.1f}, "
      f"checked to n = {largest_n}:")
needed = []
for kappa in (10.0, 1.0, 0.1, 0.01, 0.001):
    exact = ratio_reference(kappa, specularity)
    errors = np.array([abs(ratio_gauss(kappa, specularity, n) / exact - 1)
                       for n in range(1, largest_n + 1)])
    failures = np.flatnonzero(errors >= tolerance)
    count = int(failures[-1]) + 2 if len(failures) else 1
    assert count <= largest_n
    needed.append(count)
    print(f"kappa = {kappa:.3f}: n = {count}, "
          f"n*sqrt(kappa) = {count * np.sqrt(kappa):.2f}")
assert all(a <= b for a, b in zip(needed, needed[1:]))
assert needed[-1] > needed[0]

print("Smallest node u_1 (dimensionless):")
for n in (8, 64):
    print(f"n = {n}: u_1 = {unit_rule(n)[0][0]:.6f}, "
          f"Bessel estimate = {bessel_zero**2 / (2 * n + 1)**2:.6f}")
print("Thin-film error s_n-s at kappa = 0.01, p = 0 (dimensionless):")
for n in (80, 110, 150):
    actual = ratio_gauss(0.01, 0.0, n) - ratio_reference(0.01, 0.0)
    X, envelope, predicted = saddle_error(0.01, 0.0, n)
    print(f"n = {n}: X = {X:.3f}, actual = {actual:.3e}, "
          f"saddle = {predicted:.3e}, envelope = {envelope:.3e}")
print("Scaled error (s_n-s)/kappa, kappa = 0.01 and 0.01/9, p = 0:")
for n, n_fine, coarse, fine in collapse:
    print(f"n = {n} and {n_fine}: {coarse:.5e} and {fine:.5e}")
print(f"thin limit at kappa = {kappa_limit:.3f}, p = 0: s = {thin_limit:.8f}, "
      f"reference = {ratio_reference(kappa_limit, 0.0):.8f}")
print(f"bounce-sum check at kappa = 1, p = 0.5: s = {bounce:.8f}, "
      f"reference = {ratio_reference(1.0, 0.5):.8f}")
print("OK")
```

Running it gives:

```
mean free path = 40.0 nm
bulk resistivity = 2.00 microohm cm
specularity p = 0.20 (dimensionless)
d = 400.0 nm: kappa = 10.000, s = 0.97000004, resistivity = 2.061856 microohm cm
d = 2.0 nm: kappa = 0.050, s = 0.16636128, resistivity = 12.022029 microohm cm
thick-film bound on |s_n-s| at 400 nm = 1.09e-06 (dimensionless)
Resistivity in microohm cm and relative error of s:
n= 1  d=400 nm: 2.094241, 1.5e-02  |  d=2 nm: -43.762583, 1.3e+00
n= 2  d=400 nm: 2.061856, 5.1e-10  |  d=2 nm: 16.215734, 2.6e-01
n= 4  d=400 nm: 2.061856, 4.7e-09  |  d=2 nm: 12.777951, 5.9e-02
n= 8  d=400 nm: 2.061856, 2.7e-13  |  d=2 nm: 12.013119, 7.4e-04
n=16  d=400 nm: 2.061856, 0.0e+00  |  d=2 nm: 12.022544, 4.3e-05
n=32  d=400 nm: 2.061856, 2.2e-16  |  d=2 nm: 12.022016, 1.1e-06
n=64  d=400 nm: 2.061856, 0.0e+00  |  d=2 nm: 12.022029, 3.1e-09
Nodes for relative error below 1e-06, p = 0.2, checked to n = 320:
kappa = 10.000: n = 2, n*sqrt(kappa) = 6.32
kappa = 1.000: n = 9, n*sqrt(kappa) = 9.00
kappa = 0.100: n = 23, n*sqrt(kappa) = 7.27
kappa = 0.010: n = 71, n*sqrt(kappa) = 7.10
kappa = 0.001: n = 220, n*sqrt(kappa) = 6.96
Smallest node u_1 (dimensionless):
n = 8: u_1 = 0.019855, Bessel estimate = 0.020011
n = 64: u_1 = 0.000347, Bessel estimate = 0.000348
Thin-film error s_n-s at kappa = 0.01, p = 0 (dimensionless):
n = 80: X = 6.376, actual = -2.335e-08, saddle = -1.376e-08, envelope = 4.199e-08
n = 110: X = 7.875, actual = 2.689e-09, saddle = 2.314e-09, envelope = 2.614e-09
n = 150: X = 9.676, actual = -4.268e-11, saddle = -5.175e-11, envelope = 1.048e-10
Scaled error (s_n-s)/kappa, kappa = 0.01 and 0.01/9, p = 0:
n = 10 and 31: -2.22218e-01 and -2.22032e-01
n = 30 and 91: 1.95257e-03 and 1.95368e-03
thin limit at kappa = 0.001, p = 0: s = 0.00549790, reference = 0.00549840
bounce-sum check at kappa = 1, p = 0.5: s = 0.82910865, reference = 0.82910865
OK
```
